# Steepest-descent paths at a valley-ridge inflection: comment on a splitting argument

**The argument under review.** A reaction has one saddle point on the way out of the reactant valley and two mirror-image products. The argument runs as follows. "The steepest-descent path from the saddle first follows a valley. At the valley-ridge inflection the transverse force constant falls to zero, and beyond it the path would have to run along a ridge. A path of steepest descent cannot stay on a ridge. It therefore splits at the inflection into two branches, one to each product. If the symmetry is slightly broken, the branch that the path takes shows which product is formed."

The geometry in the first two sentences is sound. The questions are whether the splitting follows from it, and whether the path can say anything about the product ratio.

**What the inflection does to the gradient**

Let $g=\nabla V$ and let $H$ be the matrix of second derivatives. A steepest-descent path obeys

$$\frac{d\mathbf r}{d\tau}=-g(\mathbf r),$$

where $\tau$ is a path parameter and not time. I take all coordinates to carry the same mass $m$, so that mass weighting only rescales the picture and leaves the shape of the path unchanged. The algebra is in atomic units; numbers are in eV and Å.

A valley-ridge inflection (VRI) is a point where $H$ has a zero eigenvalue, with eigenvector perpendicular to $g$, while $g\neq0$. The argument treats the loss of a transverse *curvature* as if it were the loss of a definite *direction*. The direction of the path is fixed by the first derivatives, and these do not all vanish at the VRI.

To see that this forbids splitting, take two paths $\mathbf r_1,\mathbf r_2$ with separation $\mathbf w=\mathbf r_1-\mathbf r_2$. Suppose that $V$ is twice continuously differentiable and that the norm of $H$ is at most $\Lambda$ in a convex region containing both paths. Integrating $H$ along the straight line between them gives

$$g(\mathbf r_1)-g(\mathbf r_2)=\int_0^1 H(\mathbf r_2+s\mathbf w)\,\mathbf w\,ds,\qquad |g(\mathbf r_1)-g(\mathbf r_2)|\le\Lambda|\mathbf w|.$$

Since $d\mathbf w/d\tau=-[g(\mathbf r_1)-g(\mathbf r_2)]$,

$$\left|\frac{d|\mathbf w|^2}{d\tau}\right|=2\left|\mathbf w\cdot[g(\mathbf r_1)-g(\mathbf r_2)]\right|\le2\Lambda|\mathbf w|^2 .$$

Hence $e^{-2\Lambda\tau}|\mathbf w|^2$ cannot increase and $e^{2\Lambda\tau}|\mathbf w|^2$ cannot decrease, which means

$$|\mathbf w(0)|e^{-\Lambda\tau}\le|\mathbf w(\tau)|\le|\mathbf w(0)|e^{\Lambda\tau}.$$

If the paths share a point, $\mathbf w(0)=0$ and they coincide from then on. The lower bound adds that distinct paths do not merge at finite $\tau$. No symmetry was used.

Some smoothness condition is needed. For $V=-x-|y|^{3/2}$ the gradient at the origin is $(-1,0)$, not zero, but $V_{yy}$ diverges there. For $y\ge0$ the path equation is $dy/d\tau=\tfrac32y^{1/2}$. It is solved by $y=0$, and also by $y=(3\tau/4)^2$, because both sides are then $9\tau/8$. Two paths leave the same point. A VRI on a smooth surface has a vanishing second derivative, not a divergent one.

**A symmetric surface with a VRI**

Consider

$$V=U(x)+\tfrac12k(x)y^2+\tfrac14qy^4,$$

$$U=D\left[\left(\frac xL\right)^4-2\left(\frac xL\right)^2\right],\qquad k=k_0\left(1-\frac x{x_v}\right),$$

with $D,L,k_0,q>0$ and $0<x_v<L$. The derivatives are

$$V_x=U'-\frac{k_0}{2x_v}y^2,\qquad V_y=ky+qy^3,\qquad U'=\frac{4D}{L^4}\,x(x^2-L^2).$$

On $y=0$ the stationary points are the reactant at $x=-L$, saddle 1 at $x=0$ and saddle 2 at $x=L$. The last is a minimum along $x$ and a maximum along $y$, since $k(L)<0$. At $(x_v,0)$ the mixed derivative $k'y$ vanishes and $V_{yy}=k(x_v)=0$, while $g=(U'(x_v),0)\neq0$. This is the VRI.

I use the round values $D=1$ eV, $L=1$ Å, $x_v=0.5$ Å, $k_0=4$ eV/Å$^2$ and $q=16$ eV/Å$^4$. The gradient at the VRI is then $4(0.5)(0.25-1)=-1.5$ eV/Å along $x$. The surface is steep there.

Because $V_y(x,0)=0$, a path on $y=0$ feels no sideways pull and stays on that line. It passes the VRI and continues along the ridge to saddle 2. Its length is $L$, but near the end $L-x$ decays as $e^{-8D\tau/L^2}$, so saddle 2 is reached only as $\tau\to\infty$. That is why the uniqueness result is not violated at saddle 2, where two descent paths do begin, one towards $+y$ and one towards $-y$.

The claim that a descent path cannot stay on a ridge confuses instability with impossibility. On this symmetric surface the ridge line is itself a descent path, one whose neighbours move away from it.

**How the neighbours move away**

Let $\eta$ be a small displacement $y$ from the ridge path. To first order $dx/d\tau=-U'$ and $d\eta/d\tau=-k\eta$. Dividing,

$$\frac{d\eta}{dx}=\frac{k}{U'}\,\eta .$$

Between the saddles $U'<0$. The displacement therefore shrinks while $k>0$ and grows once $k<0$. At the VRI its slope is zero: neighbouring lines are closest to the ridge at the place where the argument has them separate.

With $\kappa=k_0L^2/(4D)$, partial fractions give

$$\frac k{U'}=\kappa L^2\frac{1-x/x_v}{x(x-L)(x+L)}=-\frac\kappa x+\frac{\kappa(1-L/x_v)}{2(x-L)}+\frac{\kappa(1+L/x_v)}{2(x+L)},$$

and integration gives

$$\eta\propto x^{-\kappa}(L-x)^{\kappa(1-L/x_v)/2}(L+x)^{\kappa(1+L/x_v)/2}.$$

The second exponent is negative, so the linear displacement diverges at $x=L$ and at no earlier point beyond saddle 1. For the chosen values $\kappa=1$ and the exponents are $-1$, $-\tfrac12$ and $\tfrac32$. Relative to the displacement at $x=0.1$ Å, the value at the VRI is

$$\frac{0.1}{0.5}\left(\frac{0.9}{0.5}\right)^{1/2}\left(\frac{1.5}{1.1}\right)^{3/2}=0.427 .$$

It is still only 0.757 at $x=0.9$ Å, and reaches 2.33 at $0.99$ Å. The strong growth occurs close to saddle 2.

A pair of lines started at the VRI with $y=\pm\delta$ tests the splitting claim directly. After $\tau=0.3$ Å$^2$/eV they have reached $x=0.887$ Å, and their separation has grown by the factor 1.670, both for $\delta=10^{-4}$ Å and for $\delta=10^{-6}$ Å. The final separation is proportional to the initial one and vanishes with it. Splitting would leave a finite separation as $\delta\to0$. The general bound allows a factor of up to 5.10 here.

What happens to a displaced line in the end can be settled for this surface. For $0\le x\le L$ and $y\ne0$,

$$\frac{dx}{d\tau}=-U'+\frac{k_0}{2x_v}y^2>0,$$

so the line cannot turn back. It cannot cross $y=0$, which is itself made of descent paths. Nor can it end at saddle 2, whose incoming paths lie on $y=0$. Since $V$ rises at large distance in every direction, the line must end at a product on its own side.

The product positions follow from $V_y=0$ with $y\neq0$, which requires $y^2=-k/q$. Inserting this in $V_x=0$, with $k'=-k_0/x_v$, gives

$$U'-\frac{kk'}{2q}=0 .$$

With the numbers in Å this is $4x^3-4x+(1-2x)=0$, or $4x^3-6x+1=0$. The cubic is negative at $x=-2$, positive at 0, negative at 0.5 and positive at 2. It has one root in each interval, and only the last has $k<0$. That root is $x=1.131$ Å, with $y=\pm0.562$ Å. The products lie at $-1.320$ eV relative to saddle 1, which is 0.320 eV below saddle 2.

How near to saddle 2 does a line pass if it starts at the VRI with $y=\delta$? For small $\delta$ the linear solution gives $y\simeq A\delta\,\xi^{-1/2}$ near the saddle, with $\xi=L-x$ and, in Å units,

$$A=0.5\,(0.5)^{1/2}\left(\frac{2}{1.5}\right)^{3/2}=0.544 .$$

The squared distance from saddle 2 is $\xi^2+A^2\delta^2/\xi$. Setting its derivative to zero gives $2\xi^3=A^2\delta^2$, so that

$$d_{\min}=\sqrt3\left(\frac{A^2\delta^2}{2}\right)^{1/3}.$$

At this point $y^2=2\xi^2$, so the neglected coupling term in $dx/d\tau$, $4y^2$ against $8\xi$, is a relative correction $\xi$ that vanishes with $\delta$. For $\delta=0.01$ Å the formula gives 0.0425 Å, as does the full integration. For $\delta=0.001$ Å the integration gives 0.0092 Å, smaller by 4.6, against the predicted $10^{2/3}=4.64$. The closer a line starts to the ridge path, the closer to saddle 2 it makes its turn.

This matters when a computed path is interpreted. Starting at $x=0.05$ Å with $y=\pm10^{-12}$ Å, the descent lines end at the two products, according to the sign. Near saddle 2 a displacement grows as $e^{4\tau}$, with $\tau$ in Å$^2$/eV, so a numerical error can have the same effect if the integration is continued long enough. A computed path that ends in a product is thus no evidence of splitting.

**What does fork at the VRI**

The intuition behind the argument has a real object. Define the valley floor as the set of points where the transverse force vanishes, $V_y=y(k+qy^2)=0$. For $x<x_v$ this is the line $y=0$. For $x>x_v$ it also has the branches $y=\pm\sqrt{-k/q}$, which are minima of $V$ at fixed $x$. This curve does fork at the VRI. The place of the fork depends on the definition, however. If the minima are taken along curved sections $x=s-cy^2$, the coefficient of $y^2$ in $V$ is $\tfrac12k(s)-cU'(s)$, and the fork lies where $k=2cU'$. Since $U'\neq0$ at the VRI, that is the VRI only for $c=0$.

Its side branches are not descent paths. On them $V_y=0$, so the gradient points along $x$. The tangent does not, since differentiating $qy^2=-k$ gives

$$\frac{dy}{dx}=-\frac{k'}{2qy}=\frac{k_0}{2x_vqy}.$$

At $x=0.6$ Å, where $y=0.224$ Å, the slope is $8/(2\times16\times0.224)=1.12$, an angle of 48° to the direction of steepest descent. As $x\to x_v$ from above, $y\to0$ and the angle tends to 90°. The argument has attached the fork of one curve to another.

**Trajectories**

Molecules have momentum, so the product ratio is a question about trajectories. Near a trajectory that runs along the ridge with total energy $E$, the displacement obeys $m\ddot\eta=-k\eta$. Write $v=\dot x$ and $d/dt=v\,d/dx$. Then

$$m\ddot\eta=mv^2\eta''+mvv'\eta' .$$

Energy conservation, $\tfrac12mv^2=E-U$, gives $mv^2=2(E-U)$ and, by differentiation, $mvv'=-U'$. Therefore

$$2(E-U)\eta''-U'\eta'+k\eta=0 .$$

The mass has dropped out. Both of the first two terms come from $m\ddot\eta$. Without the first, the equation is that for descent lines. With it, the equation is of second order, and $\eta$ can oscillate across the line $y=0$ while $k>0$, which a descent line cannot do. At the VRI the transverse force changes from restoring to repelling, again without any singularity.

Take 600 K, so that $kT=0.0517$ eV, and start at saddle 1 with forward energy $kT$, a small displacement and no transverse velocity. The displacement has become $-0.11$ times its initial value at the VRI and $-0.81$ times at saddle 2. This trajectory has changed sides before the VRI, and it passes saddle 2 on the side opposite to its start.

Two trajectories started at the VRI with $y=\pm0.1$ Å, mass 10 u, the same forward speed as the ridge trajectory and no transverse velocity reach $y=\pm0.562$ Å after 42 fs, at $x=1.00$ Å. They are mirror images and go to opposite sides. A classical trajectory started on the ridge with no transverse velocity stays on it, but does not stop at saddle 2, where its kinetic energy is $0.052+1.000=1.052$ eV.

For a thermal ensemble I draw the forward energy at saddle 1 from the flux-weighted distribution, whose mean is $kT$. The transverse position and velocity come from the harmonic quantum distribution at 600 K, with a position width of 0.117 Å. A product is counted when a trajectory beyond the VRI first reaches $|y|=0.562$ Å. Of 20 000 trajectories, 99.4% do so within 407 fs, and $49.2\pm0.4\%$ of these arrive at the lower product ($y<0$). Symmetry demands 50%; the difference is about two standard errors.

**Slightly broken symmetry**

The last sentence of the argument needs its own test. Add a term $ty$ with small $t>0$, which favours the lower product. Saddle 1 moves to $y\simeq-t/k_0$. On the line $y=0$ the descent equation now reads $dy/d\tau=-t$, so a path that starts below the line cannot cross it. Saddle 2 moves to $y\simeq-t/k(L)>0$, out of this path's reach. The path leads to the lower product, however small $t$ is.

For $t=0.05$ eV/Å saddle 1 lies at $y=-0.0125$ Å and the path ends at $y=-0.568$ Å. The products differ by 0.056 eV. Read as a prediction, the path gives 100% lower product. The trajectories, with the same temperature, sampling and criterion, give $57.9\pm0.4\%$; a differently drawn sample of starting points gives 57.1%, so the share is 57 to 58%. It also depends on the counting rule: a threshold of $|y|=0.4$ Å leaves it near 58%, but counting a product only at the first approach within 0.15 Å of a minimum gives about 51%. The path reports the sign of the asymmetry here, but not its effect on the yield. A thermal equilibrium between the products would give yet another number: with equal entropies the population ratio is $e^{0.0562/0.0517}=2.97$, or 75% lower product.

**How far the numbers carry**

The temperature is a round value, and the surface represents no particular molecule. A serious omission is that a real molecule passes energy to its other vibrations, whereas here the energy stays in two coordinates. Without the tilt, 48% of the trajectories that had reached a product and were still beyond the VRI at 407 fs were then on the side opposite to their first arrival, and 11% of all trajectories were on the reactant side. Both figures are snapshots. Because no energy is lost, the ensemble swings from side to side: sampled every 100 fs between about 200 and 600 fs, the fraction on the opposite side moves between 17% and 57%, and the fraction on the reactant side between 11% and 20%. The 57.9% is thus a share of first arrivals. It would be the yield only if each molecule were trapped as soon as it met the criterion. If instead 48.1% of each group changed sides, it would become $0.579\times0.519+0.421\times0.481=0.503$, or about 50%. This is only an illustration, not an estimate of the yield: it uses the exchange at one instant and carries it over from the untilted surface. On the tilted surface at 407 fs about 52% of the first arrivals at the lower product and 41% of those at the upper product have changed sides, and the share on the lower side moves between about 45% and 57% over the same span of times.

Two other omissions can be estimated. The leading tunnelling correction at saddle 1 is a factor of 1.026 in the rate. In the starting distribution the mean of the neglected quartic term is 8% of the mean harmonic potential energy $\tfrac12k_0\langle y^2\rangle$.

**Changes required**

The statement that the path splits at the VRI should be withdrawn. With exact mirror symmetry, the path should be reported as running from saddle 1 to saddle 2, with the two descent paths from saddle 2 given separately. The VRI may be described as the point where the ridge begins. If the valley floor is also said to fork there, the definition of the floor should be given, here $V_y=0$. For exact mirror symmetry the product ratio is 1:1 and needs no calculation. If the symmetry is broken and the products do not equilibrate, the ratio needs trajectories, or another dynamical treatment, with the energy loss to the remaining modes included. The numerical output below gives the values used here.

## Calculated quantities

```
D = 1.0 eV, L = 1.0 A, xv = 0.5 A
k0 = 4.0 eV/A^2, q = 16.0 eV/A^4, kappa = 1.00
mass = 10.0 u, T = 600.0 K, kT = 0.0517 eV
Energy at VRI: -0.4375 eV; at saddle 2: -1.0000 eV
Gradient at VRI: -1.5000 eV/A along x
Transverse curvature at saddle 2: -4.00 eV/A^2
Curvature along x at saddle 2: 8.00 eV/A^2
Products: x = 1.1309 A, y = +/-0.5616 A
Product energy: -1.3202 eV
Saddle 2 above products: 0.3202 eV
Valley floor at x = 0.6 A: y = +/-0.2236 A
Angle of floor to steepest descent there: 48.2 deg
Ridge path to x = 0.99 A, largest |y|: 6e-16 A
Pair from VRI, tau = 0.3 A^2/eV: end x = 0.8866 A
  separation growth: 1.67037 (start +/-1e-4 A)
  separation growth: 1.67037 (start +/-1e-6 A)
  Hessian bound 5.433 eV/A^2, growth limit 5.103
Descent-line deviation relative to that at x = 0.1 A:
  x = 0.30 A: 0.4856
  x = 0.50 A: 0.4273
  x = 0.70 A: 0.4754
  x = 0.90 A: 0.7567
  x = 0.99 A: 2.3317
Start y = 0.1 A at VRI: nearest to saddle 2 0.1882 A
Start y = 0.01 A at VRI: nearest to saddle 2 0.0425 A
Start y = 0.001 A at VRI: nearest to saddle 2 0.0092 A
Start y = +/-1e-12 A at x = 0.05 A: ends at the two products
Trajectory with kT forward energy: saddle 2 after 42.9 fs
  deviation relative to start: -0.1123 at VRI, -0.8059 at saddle 2
From VRI, y = +0.1 A: 41.6 fs, x = 1.004, y = +0.562 A
From VRI, y = -0.1 A: 41.6 fs, x = 1.004, y = -0.562 A
Transverse thermal width at saddle 1: 0.1166 A
Ensemble: 20000 trajectories, 407 fs
No tilt: lower product 49.2 +/- 0.4 %
  reached a product: 99.4 %
Tilt 0.05 eV/A: saddle 1 at y = -0.0125 A
  product energy difference: 0.0562 eV
  descent path ends at x = 1.1332, y = -0.5676 A
  trajectories: lower product 57.9 +/- 0.4 %
  reached a product: 99.5 %
Neglected effects, no tilt:
  on other side at end, of those still beyond VRI: 48.1 %
  on reactant side (x < 0) at end: 11.4 %
  barrier quantum 0.0409 eV, Wigner tunnelling factor 1.026
  quartic/harmonic transverse energy at saddle 1: 0.082
```
